**Dipole correction of a slab and the mixing limit after charge leakage**

For a neutral slab with planar charge density ρ in a cell of length L, the program tests the correction potential (4πm/L)s and energy 2πm²/L, where s is a smoothed periodic sawtooth and m = ∫sρ dz. It asserts agreement with the analytic potential and energy of isolated Gaussian sheets, and checks the Fourier coefficients of the step, the folding rule and the sensitivity to the cut. For a Hartree model slab it asserts that the dipole is unchanged, within 10⁻⁵ e/bohr, by a shorter cell, a shifted cut or a wider step. The corrected dipole is 0.006695 e/bohr, against 0.00769 e/bohr without the correction in an 80 bohr cell. Linear mixing β is locally stable for β < 2/(1+λ), where λ is the largest eigenvalue of −Kχ₀, K is the Hartree kernel including the dipole term, and χ₀ is the independent-particle response. A field that drives electrons to the step raises λ from 8.1 to 83.8 and lowers the mixing limit from 0.22 to 0.0236. The program asserts the predicted error factors just below and just above the leaked-state limit in the nonlinear iteration. It also asserts that one common mixing value converges for the bound slab and fails to converge for the leaked one within 300 steps.

## Numerical verification

```python
"""Dipole correction of a neutral slab in a periodic cell (Hartree atomic units).

Result under test: with s(z) a smoothed periodic sawtooth, rho = n_ion - n and
m = integral of s*rho, the potential (4 pi m/L) s and the energy 2 pi m^2/L
turn periodic electrostatics into that of the isolated slab if the step lies
in empty space.  Linear mixing is locally stable for beta < 2/(1+lambda), with
lambda the largest eigenvalue of -K chi0; charge leaked to the step raises it.
L: cell length, K: Hartree kernel, chi0: independent-particle response,
field F: electron potential energy -F*s.  Densities are planar averages.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, expit, spence, ai_zeros
from scipy.constants import physical_constants

PI = np.pi
EV = physical_constants["Hartree energy in eV"][0]
STEP, WIDTH, CENTER = 0.5, 4.0, 3.0
HALF, BACKGROUND, SHEET, SHEET_POS = 5.0, 0.040, 0.003, 7.0
WELL, TEMP = 0.30, 0.001
ELECTRONS = BACKGROUND + SHEET


def wrap(x, length):
    return (x + length / 2) % length - length / 2


def bump(t, width):
    return np.where(abs(t) < width / 2,
                    (1 + np.cos(2 * PI * t / width)) / width, 0.0)


def sawtooth(z, cut, length, width):
    t = wrap(z - cut, length)
    inner = t - length * (t / width + np.sin(2 * PI * t / width) / (2 * PI))
    return np.where(abs(t) < width / 2, inner, t - length / 2 * np.sign(t))


def place_cut(z, density, length):
    """Middle of the longest interval where the bump-averaged density is lowest."""
    smeared = np.array([STEP * bump(wrap(z - c, length), WIDTH) @ density
                        for c in z])
    low = smeared <= max(1e-6 * smeared.max(), 1.001 * smeared.min())
    best, begin, run = 0, 0, 0
    for k, flag in enumerate(np.concatenate([low, low])):
        run = run + 1 if flag else 0
        if run > best:
            best, begin = run, k - run + 1
    return (begin * STEP + (best - 1) * STEP / 2) % length


class SlabCell:
    def __init__(self, length):
        self.length = length
        size = int(round(length / STEP))
        self.z = STEP * np.arange(size)
        self.u = wrap(self.z - CENTER, length)
        box = 0.5 * (erf((self.u + HALF) / np.sqrt(2))
                     - erf((self.u - HALF) / np.sqrt(2)))
        sheet = np.exp(-(self.u - SHEET_POS) ** 2 / 2)
        self.ion = (BACKGROUND * box / (STEP * box.sum())
                    + SHEET * sheet / (STEP * sheet.sum()))
        self.v_loc = -WELL * box
        g2 = (2 * PI * np.fft.fftfreq(size, STEP)) ** 2
        inverse = np.zeros(size)
        inverse[1:] = 4 * PI / g2[1:]
        self.kinetic = self.operator(g2 / 2)
        self.periodic = self.operator(inverse)
        self.set_cut(place_cut(self.z, self.ion, length))

    @staticmethod
    def operator(factor):
        eye = np.fft.fft(np.eye(len(factor)), axis=0)
        mat = np.fft.ifft(factor[:, None] * eye, axis=0).real
        return (mat + mat.T) / 2

    def set_cut(self, cut, width=WIDTH, corrected=True):
        self.cut = cut
        self.saw = sawtooth(self.z, cut, self.length, width)
        self.kernel = self.periodic.copy()
        if corrected:
            self.kernel += (4 * PI / self.length * STEP
                            * np.outer(self.saw, self.saw))

    def state(self, v, temp=TEMP):
        """Subbands with free in-plane motion, spin degenerate."""
        e, p = eigh(self.kinetic + np.diag(v))
        p = p / np.sqrt(STEP)

        def filling(mu):
            return temp / PI * np.logaddexp(0, (mu - e) / temp)
        mu = brentq(lambda x: filling(x).sum() - ELECTRONS,
                    e[0] - 1, e[0] + 5, xtol=1e-15)
        occ = filling(mu)
        dos = expit((mu - e) / temp) / PI
        return dict(e=e, p=p, mu=mu, occ=occ, dos=dos, n=(p ** 2) @ occ)

    def response(self, st):
        """Matrix d n / d v at fixed electron number."""
        e, p, occ, dos = st["e"], st["p"], st["occ"], st["dos"]
        filled = occ > 1e-14
        chi = np.zeros((len(e), len(e)))
        for i in np.where(filled)[0]:
            gap = e[i] - e
            close = abs(gap) < 1e-8
            weight = np.where(close, -dos[i],
                              (occ[i] - occ) / np.where(close, 1.0, gap))
            weight = weight * np.where(filled, 1.0, 2.0)
            chi += np.outer(p[:, i], p[:, i]) * ((p * weight) @ p.T)
        shift = (p ** 2) @ dos
        return STEP * (chi + np.outer(shift, shift) / dos.sum())

    def residual(self, v, field, st):
        return (self.v_loc + self.kernel @ (st["n"] - self.ion)
                - field * self.saw - v)

    def solve(self, field=0.0, start=None, temps=(0.01, 0.003, TEMP)):
        """Damped Newton iteration for the self-consistent potential."""
        v = self.v_loc.copy() if start is None else start.copy()
        for temp in temps:
            st = self.state(v, temp)
            res = self.residual(v, field, st)
            for _ in range(80):
                if abs(res).max() < 1e-10:
                    break
                jac = np.eye(len(v)) - self.kernel @ self.response(st)
                move, scale = np.linalg.solve(jac, res), 1.0
                for _ in range(25):
                    trial = v + scale * move
                    new = self.state(trial, temp)
                    new_res = self.residual(trial, field, new)
                    if np.linalg.norm(new_res) < np.linalg.norm(res):
                        break
                    scale /= 2
                v, st, res = trial, new, new_res
        assert abs(res).max() < 1e-9, "self-consistency not reached"
        return v, st

    def dipole(self, n):
        return STEP * self.saw @ (self.ion - n)

    def outside(self, n):
        return STEP * n[abs(self.u) > 16].sum()

    def free_energy(self, v, st, field):
        rho = self.ion - st["n"]
        grand = TEMP ** 2 / PI * spence(
            1 + np.exp((st["mu"] - st["e"]) / TEMP)).sum()
        return (grand + st["mu"] * ELECTRONS
                + STEP * (self.v_loc - v) @ st["n"]
                + 0.5 * STEP * rho @ self.kernel @ rho
                + field * self.dipole(st["n"]))

    def slowest(self, st, kernel=None):
        kernel = self.kernel if kernel is None else kernel
        val, vec = np.linalg.eig(kernel @ self.response(st))
        k = np.argmin(val.real)
        return -val[k].real, vec[:, k].real


cell = SlabCell(80.0)
L, z = cell.length, cell.z

# Electrostatics against the analytic potential of isolated Gaussian sheets.
rho, phi_iso = np.zeros_like(z), np.zeros_like(z)
window = (z - cell.cut) % L + cell.cut - L
for q, a, sig in ((0.05, 0.0, 1.5), (-0.03, 4.0, 1.2), (-0.02, 8.0, 2.0)):
    x = window - a
    gauss = np.exp(-x ** 2 / (2 * sig ** 2))
    rho += q * gauss / (sig * np.sqrt(2 * PI))
    phi_iso -= 2 * PI * q * (x * erf(x / (np.sqrt(2) * sig))
                             + sig * np.sqrt(2 / PI) * gauss)
m_test = STEP * cell.saw @ rho
phi = cell.periodic @ rho + 4 * PI * m_test / L * cell.saw
clear = abs(wrap(z - cell.cut, L)) > WIDTH / 2
iso_error = np.ptp((phi - phi_iso)[clear])
assert iso_error < 1e-8
energy_iso = 0.5 * STEP * rho @ phi_iso
energy_per = 0.5 * STEP * rho @ cell.periodic @ rho
assert abs(energy_iso - energy_per - 2 * PI * m_test ** 2 / L) < 1e-9

# Fourier coefficients of the smoothed step by quadrature.
fine = (np.arange(40000) + 0.5) * L / 40000
for order in (1, 7, 33, 70):
    g = 2 * PI * order / L
    numeric = 2 * np.mean(sawtooth(fine, 0.0, L, WIDTH) * np.sin(g * fine))
    damping = (np.sin(g * WIDTH / 2) / (g * WIDTH / 2)
               / (1 - (g * WIDTH / (2 * PI)) ** 2))
    assert abs(numeric + L / (PI * order) * damping) < 1e-6

# Bound slab: place the cut by the electron density and solve again.
v0, st0 = cell.solve()
cut0 = place_cut(z, st0["n"], L)
cell.set_cut(cut0)
v0, st0 = cell.solve(start=v0)
m0 = cell.dipole(st0["n"])
right = v0[int(round((cut0 - 5) / STEP)) % len(z)]
left = v0[int(round((cut0 + 5) / STEP)) % len(z)]
assert abs(right - left + 4 * PI * m0) < 1e-6
work_right, work_left = right - st0["mu"], left - st0["mu"]

# Consistent window for ions and electrons.
rho0 = cell.ion - st0["n"]
wrapped = z > cut0
m_raw = STEP * z @ rho0
assert abs(m_raw - L * STEP * rho0[wrapped].sum() - m0) < 1e-7
mixed_error = L * STEP * cell.ion[wrapped].sum()

# Sensitivity to the cut for a step that touches the surface charge.
bad = CENTER + 8.0
slope_fd = STEP * (sawtooth(z, bad + 0.01, L, WIDTH)
                   - sawtooth(z, bad - 0.01, L, WIDTH)) @ rho0 / 0.02
slope_bad = L * STEP * bump(wrap(z - bad, L), WIDTH) @ rho0
assert abs(slope_fd - slope_bad) < 1e-3 * abs(slope_bad) + 1e-8
slope0 = L * STEP * bump(wrap(z - cut0, L), WIDTH) @ rho0

# Free-energy derivative and polarizability.
dF, ends = 1e-4, []
for f in (dF, -dF):
    vf, sf = cell.solve(f, v0, (TEMP,))
    ends.append((cell.free_energy(vf, sf, f), cell.dipole(sf["n"])))
m_energy = (ends[0][0] - ends[1][0]) / (2 * dF)
alpha = -(ends[0][1] - ends[1][1]) / (2 * dF)
assert abs(m_energy - m0) < 1e-6

# Self-consistent invariance under a shifted cut, a wider step, a shorter cell.
cell.set_cut(cut0 + 3)
m_shift = cell.dipole(cell.solve(0.0, v0, (0.003, TEMP))[1]["n"])
cell.set_cut(cut0, width=8.0)
m_wide = cell.dipole(cell.solve(0.0, v0, (TEMP,))[1]["n"])
small = SlabCell(60.0)
m_small = small.dipole(small.solve()[1]["n"])
assert max(abs(m_shift - m0), abs(m_wide - m0), abs(m_small - m0)) < 1e-5

# No correction: the dipole is enhanced by the field of the images.
cell.set_cut(cut0, corrected=False)
m_unc = cell.dipole(cell.solve(0.0, v0, (TEMP,))[1]["n"])
m_unc_pred = m0 / (1 - 4 * PI * alpha / L)
assert abs(m_unc - m_unc_pred) < 0.03 * abs(m_unc)
cell.set_cut(cut0)

# Onset of leakage into the triangular well beside the step.
airy = -ai_zeros(1)[0][0]
vacuum = cut0 - WIDTH / 2 - (CENTER + HALF + 1)
onset = brentq(lambda f: vacuum * f - work_right
               - airy * (f * f / 2) ** (1 / 3), 1e-3, 0.1)
q_below = cell.outside(cell.solve(0.6 * onset, v0)[1]["n"])
q_above = cell.outside(cell.solve(1.4 * onset, v0)[1]["n"])
assert q_above > 5e-5 and q_above > 20 * q_below

# Leaked state, response check and the stability limits.
FIELD = 0.015
v1, st1 = cell.solve(FIELD, v0)
q_leak = cell.outside(st1["n"])
probe = 1e-6 * np.cos(2 * PI * (z - 10) / L)
change = (cell.state(v1 + probe)["n"] - cell.state(v1 - probe)["n"]) / 2
linear = cell.response(st1) @ probe
assert np.linalg.norm(change - linear) < 1e-3 * np.linalg.norm(linear)
lam0, _ = cell.slowest(st0)
lam1, mode = cell.slowest(st1)
lam1_per, _ = cell.slowest(st1, cell.periodic)
beta0, beta1 = 2 / (1 + lam0), 2 / (1 + lam1)
assert lam1 > 1.5 * lam0 and lam1 > lam1_per

orbital = st1["p"] ** 2
in_well = STEP * orbital[abs(cell.u) > 16].sum(axis=0) > 0.5
d_well, d_slab = st1["dos"][in_well].sum(), st1["dos"][~in_well].sum()
d_eff = d_well * d_slab / (d_well + d_slab)
delta = (orbital[:, in_well] @ st1["dos"][in_well] / d_well
         - orbital[:, ~in_well] @ st1["dos"][~in_well] / d_slab)
distance = STEP * cell.saw @ delta
lam_bound = d_eff * STEP * delta @ cell.kernel @ delta
lam_capacitor = 4 * PI * distance * d_eff
assert lam_bound <= lam1 * (1 + 1e-8) and lam1 < 1.5 * lam_bound
assert abs(lam_capacitor / lam_bound - 1) < 0.35

# Growth of a small error in the actual nonlinear iteration.
growth = []
kick = 1e-6 * mode / abs(mode).max()
for factor in (0.9, 1.1):
    v = v1 + kick
    for _ in range(8):
        v = v + factor * beta1 * cell.residual(v, FIELD, cell.state(v))
    growth.append((np.linalg.norm(v - v1) / np.linalg.norm(kick)) ** (1 / 8))
    assert abs(growth[-1] - abs(1 - 2 * factor)) < 0.02

# Same mixing and same initial error for the bound and the leaked state.
beta_mid = np.sqrt(beta0 * beta1)
final = []
for field, fixed in ((0.0, v0), (FIELD, v1)):
    v, history = fixed + 0.001 * cell.saw, []
    for _ in range(300):
        res = cell.residual(v, field, cell.state(v))
        history.append(abs(res).max())
        v = v + beta_mid * res
    final.append(min(history[-20:]))
assert final[0] < 1e-6 and final[1] > 1e-5

# A cut that chases the density minimum after leakage.
slope1 = L * STEP * bump(wrap(z - cut0, L), WIDTH) @ (cell.ion - st1["n"])
chase = wrap(place_cut(z, st1["n"], L) - cut0, L)
cell.set_cut(cut0 + chase)
q_chase = cell.outside(cell.solve(FIELD, v0)[1]["n"])
assert chase > 0 and q_chase > q_leak

print(f"cell length, grid step, step width: {L:.1f}, {STEP}, {WIDTH} bohr")
print(f"slab centre, background half-width: {CENTER}, {HALF} bohr")
print(f"background, sheet charge: {BACKGROUND}, {SHEET} e/bohr^2")
print(f"sheet offset from slab centre: {SHEET_POS} bohr")
print(f"well depth, temperature k_B T: {WELL}, {TEMP} Ha")
print(f"Gaussian test, largest potential error: {iso_error:.1e} Ha/e")
print(f"Gaussian test, dipole: {m_test:.6f} e/bohr")
print(f"Gaussian test, periodic energy: {energy_per:.8f} Ha/bohr^2")
print(f"Gaussian test, isolated energy: {energy_iso:.8f} Ha/bohr^2")
print(f"step Fourier damping at order {order}: {damping:.5f}")
print(f"cut position from electron density: {cut0:.2f} bohr")
print(f"dipole, corrected, L=80 bohr: {m0:.7f} e/bohr")
print(f"dipole, corrected, L=60 bohr: {m_small:.7f} e/bohr")
print(f"dipole, cut shifted by 3 bohr: {m_shift:.7f} e/bohr")
print(f"dipole, step width 8 bohr: {m_wide:.7f} e/bohr")
print(f"dipole from free-energy derivative: {m_energy:.7f} e/bohr")
print(f"dipole, uncorrected, L=80 bohr: {m_unc:.7f} e/bohr")
print(f"dipole, uncorrected, predicted: {m_unc_pred:.7f} e/bohr")
print(f"polarizability per area alpha: {alpha:.5f} bohr")
print(f"dipole energy 2 pi m^2/L: {2*PI*m0**2/L:.3e} Ha/bohr^2")
print(f"vacuum-level difference left-right: {left-right:.6f} Ha")
print(f"vacuum-level difference left-right: {(left-right)*EV:.4f} eV")
print(f"work function left, right: {work_left:.5f}, {work_right:.5f} Ha")
print(f"dipole from raw coordinates: {m_raw:.6f} e/bohr")
print(f"dipole error, only ions unfolded: {mixed_error:.5f} e/bohr")
print(f"dm/dcut, step in vacuum: {slope0:.2e} e/bohr^2")
print(f"dm/dcut, step 8 bohr from centre: {slope_bad:.3e} e/bohr^2")
print(f"vacuum length used for onset: {vacuum:.2f} bohr")
print(f"estimated onset field: {onset:.5f} Ha/bohr")
print(f"outside charge at 0.6 onset: {q_below:.2e} electrons/bohr^2")
print(f"outside charge at 1.4 onset: {q_above:.2e} electrons/bohr^2")
print(f"field of leaked example: {FIELD} Ha/bohr")
print(f"leaked charge: {q_leak:.3e} electrons/bohr^2")
print(f"dm/dcut, leaked state: {slope1:.3e} e/bohr^2")
print(f"largest lambda, bound state: {lam0:.3f} (no unit)")
print(f"largest lambda, leaked state: {lam1:.3f} (no unit)")
print(f"leaked lambda, periodic kernel only: {lam1_per:.3f} (no unit)")
print(f"leaked lambda, transfer lower bound: {lam_bound:.3f} (no unit)")
print(f"leaked lambda, capacitor estimate: {lam_capacitor:.3f} (no unit)")
print(f"slab-well distance: {distance:.3f} bohr")
print(f"D_well, D_slab: {d_well:.4f}, {d_slab:.4f} 1/(Ha bohr^2)")
print(f"D_eff: {d_eff:.5f} 1/(Ha bohr^2)")
print(f"mixing limit, bound state: {beta0:.4f} (no unit)")
print(f"mixing limit, leaked state: {beta1:.4f} (no unit)")
print(f"error factor at 0.9 of leaked limit: {growth[0]:.4f} (no unit)")
print(f"error factor at 1.1 of leaked limit: {growth[1]:.4f} (no unit)")
print(f"common mixing in comparison: {beta_mid:.4f} (no unit)")
print(f"residual after 300 steps, bound: {final[0]:.1e} Ha")
print(f"least late residual, leaked: {final[1]:.1e} Ha")
print(f"cut displacement when chasing minimum: {chase:.2f} bohr")
print(f"leaked charge after chasing: {q_chase:.3e} electrons/bohr^2")
print("no test failed")
```

It prints:

```
cell length, grid step, step width: 80.0, 0.5, 4.0 bohr
slab centre, background half-width: 3.0, 5.0 bohr
background, sheet charge: 0.04, 0.003 e/bohr^2
sheet offset from slab centre: 7.0 bohr
well depth, temperature k_B T: 0.3, 0.001 Ha
Gaussian test, largest potential error: 3.1e-15 Ha/e
Gaussian test, dipole: -0.280000 e/bohr
Gaussian test, periodic energy: 0.04671127 Ha/bohr^2
Gaussian test, isolated energy: 0.05286880 Ha/bohr^2
step Fourier damping at order 70: 0.00808
cut position from electron density: 46.00 bohr
dipole, corrected, L=80 bohr: 0.0066951 e/bohr
dipole, corrected, L=60 bohr: 0.0066951 e/bohr
dipole, cut shifted by 3 bohr: 0.0066951 e/bohr
dipole, step width 8 bohr: 0.0066951 e/bohr
dipole from free-energy derivative: 0.0066950 e/bohr
dipole, uncorrected, L=80 bohr: 0.0076909 e/bohr
dipole, uncorrected, predicted: 0.0076995 e/bohr
polarizability per area alpha: 0.83052 bohr
dipole energy 2 pi m^2/L: 3.520e-06 Ha/bohr^2
vacuum-level difference left-right: 0.084133 Ha
vacuum-level difference left-right: 2.2894 eV
work function left, right: 0.11757, 0.03344 Ha
dipole from raw coordinates: 0.135549 e/bohr
dipole error, only ions unfolded: 0.56489 e/bohr
dm/dcut, step in vacuum: -7.21e-14 e/bohr^2
dm/dcut, step 8 bohr from centre: 4.320e-02 e/bohr^2
vacuum length used for onset: 35.00 bohr
estimated onset field: 0.00172 Ha/bohr
outside charge at 0.6 onset: 7.02e-07 electrons/bohr^2
outside charge at 1.4 onset: 8.22e-05 electrons/bohr^2
field of leaked example: 0.015 Ha/bohr
leaked charge: 1.122e-03 electrons/bohr^2
dm/dcut, leaked state: -1.022e-03 e/bohr^2
largest lambda, bound state: 8.072 (no unit)
largest lambda, leaked state: 83.804 (no unit)
leaked lambda, periodic kernel only: 41.812 (no unit)
leaked lambda, transfer lower bound: 82.895 (no unit)
leaked lambda, capacitor estimate: 92.892 (no unit)
slab-well distance: 35.541 bohr
D_well, D_slab: 0.3089, 0.6366 1/(Ha bohr^2)
D_eff: 0.20799 1/(Ha bohr^2)
mixing limit, bound state: 0.2205 (no unit)
mixing limit, leaked state: 0.0236 (no unit)
error factor at 0.9 of leaked limit: 0.8000 (no unit)
error factor at 1.1 of leaked limit: 1.2000 (no unit)
common mixing in comparison: 0.0721 (no unit)
residual after 300 steps, bound: 5.6e-12 Ha
least late residual, leaked: 1.7e-01 Ha
cut displacement when chasing minimum: 13.50 bohr
leaked charge after chasing: 1.156e-03 electrons/bohr^2
no test failed
```
